\section*{Metal Exhaustion in Diffusion-Limited Silicide Growth During a Temperature Ramp, part 2}

A metal film of initial thickness $h$ on silicon is heated from $T_0$ at the steady rate $\beta$ and turns into silicide. We seek the temperature $T_f$ at which the metal is exhausted. The wafer temperature is $T$, with $\theta=k_{\mathrm B}T$ and $b=k_{\mathrm B}\beta$; $\theta_0$ and $\theta_f$ belong to $T_0$ and $T_f$. Numbers use nm, eV, s and K.

The layers are flat, and one silicide grows, with none at the start. Each unit of consumed metal thickness makes $r$ units of silicide thickness $x$. Metal crosses the silicide with diffusion coefficient $D$, driven by a small, dimensionless, temperature-independent concentration drop $s$. For a straight concentration profile, which overestimates $K$ by a relative amount of about $s/3$,
\begin{equation}
\frac{dx}{dt}=\frac{Ds}{x}.
\label{eq:flux}
\end{equation}
\begin{equation}
\frac{d(x^2)}{dt}=K,\qquad K=2Ds .
\label{eq:parabolic}
\end{equation}
\begin{equation}
K(\theta)=K_0\,e^{-E/\theta}.
\label{eq:arrhenius}
\end{equation}
Here $E$ is the activation energy. The consumption equation is this law with $x$ equal to $r$ times the consumed metal thickness. Integrating to exhaustion gives
\begin{equation}
r^2h^2=\int_0^{t_f}K\,dt
=\frac{K_0}{b}\int_{\theta_0}^{\theta_f}e^{-E/\theta}\,d\theta .
\label{eq:balance}
\end{equation}
With $u=E/(k_{\mathrm B}T_f)$ and negligible contribution from below $T_0$, the full balance is
\begin{equation}
r^2h^2=\frac{K_0E}{b}\,\frac{e^{-u}}{u^2}\,F(u),\qquad
\frac{u}{u+2}<F(u)<\frac{u}{u+1},
\label{eq:fullbalance}
\end{equation}
where $F=1-2/u+6/u^2-\dots$. The leading approximation $F=1$ gives
\begin{equation}
u^2e^u=\Lambda,\qquad \Lambda=\frac{K_0E}{b\,r^2h^2}.
\label{eq:lambda}
\end{equation}
Its solution is the leading formula, with the Lambert function $W(q)$ defined by $We^W=q$:
\begin{equation}
k_{\mathrm B}T_f=\frac{E}{2\,W\!\left(\dfrac{1}{2rh}
\sqrt{\dfrac{K_0E}{k_{\mathrm B}\beta}}\right)} .
\label{eq:main}
\end{equation}
The full result is higher by about
\begin{equation}
\delta T_f\approx\frac{2T_f}{u(u+2)} .
\label{eq:error}
\end{equation}

The example, roughly nickel forming Ni$_2$Si, has $E=1.5$ eV, $K_0=10^{14}$ nm$^2$/s, $r=1.5$, $h=50$ nm, $\beta=1$ K/s and $T_0=300$ K. The final silicide thickness is $rh=75$ nm. The leading formula gives $u=26.79$ and $T_f=649.8$ K; the full integral gives 651.3 K, a difference of 1.6 K before rounding.

\subsection{Sensitivity to thickness and ramp rate}

Differentiate the leading relation $u+2\ln u=\ln\Lambda$ with $E$, $K_0$ and $r$ fixed. Since $\Lambda$ is proportional to $1/(\beta h^2)$,
\begin{equation}
\left(1+\frac2u\right)du=-\,d\ln\beta-2\,d\ln h .
\end{equation}
With $dT_f=-T_f\,du/u$ this becomes
\begin{equation}
dT_f=\frac{T_f}{u+2}\left(d\ln\beta+2\,d\ln h\right).
\label{eq:sens}
\end{equation}
The two coefficients in the example are 22.6 K for $\ln\beta$ and 45.1 K for $\ln h$. A film 10\% thicker needs about 4 K more; a ramp 10\% faster needs about 2 K more.

The full integral gives the same quantity a direct meaning. Write the balance as $\beta r^2h^2=\int K\,dT$ and vary $\beta$ at fixed $h$. The left side changes by $\beta r^2h^2\,d\ln\beta$, the right side by $K(T_f)\,dT_f$, so
\begin{equation}
\frac{dT_f}{d\ln\beta}=\frac{\beta\,r^2h^2}{K(T_f)}=\frac{T_f}{u}F(u).
\label{eq:time}
\end{equation}
Here $T_f$ and $u$ belong to the full balance. The ratio $r^2h^2/K(T_f)$ is the time for which an anneal held at $T_f$ would consume the same film. The sensitivity is thus the ramp rate multiplied by this equivalent time. For the example it is 22.7 K, so the equivalent time is 22.7 s. The ramp itself lasts 351 s. Using the final rate for that whole time would overestimate $x^2$ by a factor of 15.

\subsection{The scaling with $h^2\beta$}

The full balance contains $h$ and $\beta$ only as the product $h^2\beta$, provided that $T_0$ and the material parameters stay fixed. Doubling the thickness therefore has the same effect on $T_f$ as quadrupling the ramp rate. Integrating the consumption equation for 100 nm at 1 K/s and for 50 nm at 4 K/s gives 684.4 K in both cases. The second ramp takes a quarter of the time. The table lists $T_f$ in kelvin from the full integral.

\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & 0.1 K/s & 1 K/s & 10 K/s\\
\hline
25 & 577 & 621 & 673\\
50 & 603 & 651 & 708\\
100 & 631 & 684 & 747
\end{tabular}
\end{center}

For 50 nm, a tenfold slower ramp than 1 K/s lowers $T_f$ by 49 K, while a tenfold faster one raises it by 57 K (differences taken before the table was rounded). The steps are unequal because the coefficient in Eq.~\eqref{eq:sens} can be written as
\begin{equation}
\frac{T_f}{u+2}=\frac{k_{\mathrm B}T_f^2}{E+2k_{\mathrm B}T_f},
\end{equation}
which increases with $T_f$. Equation~\eqref{eq:sens} is a local slope; over a decade in ramp rate the balance should be solved again.

\subsection{Reading the activation energy from a set of ramps}

Return to the leading balance with temperature written out:
\begin{equation}
r^2h^2=\frac{K_0k_{\mathrm B}T_f^2}{\beta E}\,e^{-E/(k_{\mathrm B}T_f)} .
\end{equation}
Multiply by $\beta/(r^2T_f^2)$ and take the logarithm:
\begin{equation}
\ln\frac{\beta h^2}{T_f^2}=\ln\frac{K_0k_{\mathrm B}}{E\,r^2}
-\frac{E}{k_{\mathrm B}T_f}.
\label{eq:line}
\end{equation}
The logarithm is understood to act on the numerical values in a fixed set of units. Plotted against $1/(k_{\mathrm B}T_f)$, the left side falls on a straight line of slope $-E$. Films of different thickness belong on the same line.

With the full integral, $\ln F$ is added to the right side. Since $u=E/(k_{\mathrm B}T_f)$ and $d\ln F/du\approx2/u^2$, the local slope is $-E(1-2/u^2)$. The plot therefore returns an activation energy that is slightly too small. A straight-line fit to the nine full-integral temperatures of the table, before rounding, gives 1.496 eV where 1.500 eV was put in. This small bias holds only for a purely Arrhenius $K$. If $K$ carries an extra factor $1/T$, as it does when growth is driven by a fixed drop in chemical potential, the slope is lowered by about $k_{\mathrm B}T_f$ more, and the same fit gives 1.44 eV.

\subsection{Uncertain material parameters}

If $K$ is halved at every temperature, the ramp must supply twice the integral. In the example this raises $T_f$ by 16 K, ten times the temperature error of the leading formula. Such a factor can come from uncertainty in $K_0$ or from a change in grain size, if grain boundaries carry much of the metal.

The activation energy needs more care. At fixed $K_0$, $\Lambda$ is proportional to $E$, so $du=(d\ln E)\,u/(u+2)$. Since $\ln T_f=\ln E-\ln u+\text{constant}$,
\begin{equation}
dT_f=T_f\left(1-\frac{1}{u+2}\right)\frac{dE}{E}
=T_f\,\frac{u+1}{u+2}\,\frac{dE}{E}.
\end{equation}
An increase of 0.1 eV would raise $T_f$ by about 42 K. Now hold instead the measured value of $K$ at $T_f$ fixed. Then $K_0$ must rise by $d\ln K_0=dE/(k_{\mathrm B}T_f)=u\,dE/E$. This lowers $T_f$ by $T_f/(u+2)$ times that amount, and the sum is
\begin{equation}
dT_f=\frac{T_f}{u+2}\,(u+1-u)\,\frac{dE}{E}
=\frac{T_f}{u+2}\,\frac{dE}{E},
\end{equation}
which to first order is 1.5 K for the same 0.1 eV; the full balance gives 1.3 K. The values of $E$ and $K_0$ should therefore come from the same set of growth data, taken close to the temperatures of the ramp.

\subsection{Interface resistance, initial silicide and a second phase}

Suppose that the reaction at an interface needs a part of the concentration drop $s$. Let $s'$ be the drop across the layer, and let the interface pass a flux $\kappa(s-s')$. In steady flow
\begin{equation}
\frac{dx}{dt}=\frac{Ds'}{x}=\kappa(s-s').
\end{equation}
The first equality gives $s'=x\dot x/D$. Inserting this in the second gives $\dot x(1+\kappa x/D)=\kappa s$, or
\begin{equation}
\frac{dx}{dt}=\frac{Ds}{x+x_c},\qquad x_c=\frac D\kappa .
\end{equation}
The interface acts like an extra silicide thickness $x_c$. This length is independent of temperature if $D$ and $\kappa$ have the same activation energy, which is assumed here.

Let there also be an initial silicide of thickness $x_0$, and let a fixed share $\varphi$ of the consumed metal reside in a second phase. When a thickness $m$ of metal has been consumed, the first phase has thickness $x_0+(1-\varphi)rm$. If its $K$ is unchanged,
\begin{equation}
r\frac{dm}{dt}=\frac{K}{2\left[x_0+x_c+(1-\varphi)rm\right]} .
\end{equation}
Multiplying by the denominator and integrating from $m=0$ to $m=h$ gives
\begin{equation}
(1-\varphi)r^2h^2+2(x_0+x_c)rh=\int K\,dt .
\label{eq:extended}
\end{equation}
This replaces $r^2h^2$ in the balance. For a small change, the shift of $T_f$ is the sensitivity to $\ln\beta$ times the logarithm of the ratio of the new left side to the old one.

Assumed sizes show the scale of these effects. An interface term $x_c=5$ nm adds $2\times5\times75=750$ nm$^2$ to 5625 nm$^2$. The estimate is $22.7\ \mathrm K\times\ln1.133=2.8$ K, and integration gives 2.9 K. An initial silicide of 2 nm raises $T_f$ by 1.2 K. A share $\varphi=0.2$ held in a second phase lowers it by 5.0 K if $K$ is unchanged, because the first phase is then a thinner barrier. This figure leaves out the change of the driving force caused by the new neighbour. With NiSi between Ni$_2$Si and silicon the drop across Ni$_2$Si is smaller, by some 15 to 25\% on rough heats of formation, and a 20\% loss in $K$ would cancel the whole shift. The sign of the effect for real NiSi is therefore not settled by this model.

The added term in Eq.~\eqref{eq:extended} is linear in $h$, so it breaks the $h^2\beta$ scaling. With $x_c=5$ nm, the film of 50 nm at 4 K/s finishes 1.5 K above the film of 100 nm at 1 K/s. A fixed initial silicide has the same kind of effect.

\subsection{Heat of reaction}

Take rough values of 91 nickel atoms per nm$^3$ and 1.4 eV released per Ni$_2$Si unit. Each unit uses two nickel atoms, so a 50 nm film releases 510 J/m$^2$. A wafer 0.7 mm thick with a heat capacity of about 2.0 J/(cm$^3$\,K) stores 1400 J/m$^2$ per kelvin. If no heat escaped, the wafer would warm by 0.36 K. With these inputs, that is an upper bound on the uniform temperature rise.

\subsection{Where the formula fails}

The leading formula needs $u\gg1$. At $u=5$ the bounds put $F$ between 0.71 and 0.83, and the leading integral is no longer a close approximation.

It also needs a start well below $T_f$, compared with the width $T_f/u$. For an extremely slow ramp the formula can return a temperature near or below $T_0$. The lower limit of the integral must then be kept. When the returned temperature lies several widths $k_{\mathrm B}T_0^2/E$ below $T_0$, the metal is consumed almost at the starting temperature, and $r^2h^2\approx K(T_0)\,t$.

Finally, $T_f$ refers to exhaustion during heating. If the ramp is reversed at its peak and the wafer cools at the same rate, the cooling leg adds as much to $x^2$ as the heating leg. The peak then needs only half the integral, which lowers the required peak temperature by about $22.7\ \mathrm K\times\ln2=16$ K from the local slope, and by 15.4 K when the full balance is solved.

\subsection{The model beside real nickel silicide}

Nickel on silicon commonly forms Ni$_2$Si first, with nickel as the main moving species and an activation energy of roughly 1.5 eV. The thickness ratio of 1.5 is also realistic; $K_0$ is known here only as a rough magnitude. Contacts in devices usually end as NiSi, so $T_f$ marks the loss of free metal, not the end of the reaction. The example differs from device practice in two ways: contact films are often near 10 nm, and rapid thermal ramps often run at tens of kelvin per second or more. For 10 nm at 1 K/s, $\Lambda$ is 25 times larger, which gives $u=29.8$ and a leading value $T_f=584$ K (585 K from the full integral). The same 5 nm interface term then adds 67\% to $r^2h^2$, and the first-order estimate of the shift is $18.4\ \mathrm K\times\ln1.67=9$ K; the full balance gives 9.6 K. For the 50 nm film at 1 K/s, halving $K$ raises $T_f$ by 16 K, a larger shift than that from the interface term, the initial silicide or the second phase with the sizes assumed above. An end temperature for a real process should therefore rest on growth data for the same kind of film, with a margin worked out for that film and ramp. If $K$ is known only to a factor of two, this uncertainty alone calls for about $T_f\ln2/(u+2)$, which grows with film thickness and ramp rate. The computed values are collected in the numerical output after this text.

\section*{Values computed for the example and the checks}
\begin{verbatim}
activation energy E = 1.50 eV
growth prefactor K0 = 1.0e+14 nm^2/s
silicide per metal thickness r = 1.50
metal thickness h = 50.0 nm
ramp rate beta = 1.0 K/s
start temperature = 300 K
Boltzmann constant = 8.617333e-05 eV/K
final silicide thickness = 75.0 nm
Lambda = 3.0945e+14
Lambert argument = 8.7956e+06
Lambert value W = 13.3949
u = E/(k T_f) = 26.790
T_f, leading formula = 649.75 K
k T_f, leading formula = 0.05599 eV
T_f, full integral = 651.34 K
T_f, consumption equation = 651.34 K
full minus leading T_f = 1.58 K
estimate of that difference = 1.68 K
full/leading integral at leading T_f = 0.93265
lower, upper bounds = 0.93053, 0.96402
integral share below start temperature = 5.6e-15
test metal excess s = 0.010
moving-boundary/quasi-steady growth = 0.99668
dT_f/dln(beta), formula = 22.57 K
dT_f/dln(beta), full integral = 22.73 K
dT_f/dln(h), formula = 45.14 K
dT_f/dln(h), full integral = 45.45 K
T_f, doubled h = 684.39 K
T_f, quadrupled beta = 684.39 K
gap of these two with interface term = 1.53 K
h 25 nm, beta 0.1 K/s: leading 575.7 K, full 576.8 K
h 25 nm, beta 1.0 K/s: leading 619.9 K, full 621.2 K
h 25 nm, beta 10.0 K/s: leading 671.1 K, full 672.8 K
h 50 nm, beta 0.1 K/s: leading 601.5 K, full 602.8 K
h 50 nm, beta 1.0 K/s: leading 649.8 K, full 651.3 K
h 50 nm, beta 10.0 K/s: leading 706.1 K, full 708.1 K
h 100 nm, beta 0.1 K/s: leading 629.7 K, full 631.1 K
h 100 nm, beta 1.0 K/s: leading 682.6 K, full 684.4 K
h 100 nm, beta 10.0 K/s: leading 744.7 K, full 747.1 K
E from straight-line plot = 1.4963 eV
shift, rate constant halved = +16.13 K
shift, metal share 0.2 in NiSi = -5.03 K
shift, interface term 5 nm = +2.86 K
shift, initial silicide 2 nm = +1.18 K
rough nickel density = 91 atoms/nm^3
rough reaction heat = 1.4 eV per Ni2Si
wafer thickness = 0.7 mm
rough wafer heat capacity = 2.0 J/(cm^3 K)
reaction heat per area = 510 J/m^2
upper bound on self-heating = 0.36 K
\end{verbatim}
